# When the Berry-Curvature Force on Phonons Fails in Magnets

## A spin that cannot follow

Take one spin of length $S=3/2$, pointing along $+z$ in an effective field, and let two degenerate vibrations $u_x,u_y$ tilt it. Small tilts precess at the magnon energy $\omega_m=1$ meV. The vibrations have energy $\omega_0=10$ meV. I set $\hbar=1$, measure energies and frequencies in meV, and absorb the ionic mass into $u$. The Hamiltonian is

$$H=\tfrac12(\mathbf p^2+\omega_0^2\mathbf u^2)-\omega_mS_z+g(u_xS_x+u_yS_y).$$

The electrons have already been eliminated at fixed displacement and fixed spin direction. Suppose that their gap is of order 1 eV. It is tempting to conclude that everything except the nuclei is fast, and that the nuclei feel the adiabatic force given by the Berry curvature of the magnetic ground state. This example tests that conclusion.

**The adiabatic prediction.** Let $|\psi(\mathbf u)\rangle$ be the spin ground state at fixed $\mathbf u$, with energy $E(\mathbf u)$. If the spin stays in this state, its quantum Lagrangian $\langle\psi|i\partial_t-H_{\rm spin}|\psi\rangle$ becomes $\mathbf A\cdot\dot{\mathbf u}-E$, with $\mathbf A=i\langle\psi|\nabla\psi\rangle$. The nuclear Lagrangian is therefore

$$L=\tfrac12\dot{\mathbf u}^2-\tfrac12\omega_0^2\mathbf u^2+\mathbf A\cdot\dot{\mathbf u}-E(\mathbf u).$$

The curvature $\Omega_{xy}=\partial_xA_y-\partial_yA_x$ equals $-2\,\mathrm{Im}\langle\partial_x\psi|\partial_y\psi\rangle$, because the second derivatives of $\psi$ cancel. At $\mathbf u=0$ the ground state is $|0\rangle=|S_z=S\rangle$. The operators $S_x$ and $S_y$ connect it to the state with one spin quantum less, at excitation energy $\omega_m$. First-order perturbation theory gives $|\partial_a\psi\rangle=-(g/\omega_m)S_a|0\rangle$. From $[S_x,S_y]=iS_z$ we have $2i\,\mathrm{Im}\langle0|S_xS_y|0\rangle=iS$, so

$$\Omega_{xy}=-\frac{2g^2}{\omega_m^2}\frac S2=-G,\qquad G=\frac{g^2S}{\omega_m^2}.$$

The total field on the spin has magnitude $\sqrt{\omega_m^2+g^2u^2}$. Hence $E=-S\sqrt{\omega_m^2+g^2u^2}\simeq-S\omega_m-g^2Su^2/(2\omega_m)$, and the squared phonon frequency softens to $\tilde\omega^2=\omega_0^2-g^2S/\omega_m$, which must not be negative if $\mathbf u=0$ is to be an energy minimum. I take it to be positive.

The Euler–Lagrange equations are $\ddot u_x=-G\dot u_y-\tilde\omega^2u_x$ and $\ddot u_y=G\dot u_x-\tilde\omega^2u_y$. With $u_+=u_x+iu_y$ they combine into

$$\ddot u_+=iG\dot u_+-\tilde\omega^2u_+.$$

For $u_+\propto e^{-i\omega t}$ this becomes $\omega^2+G\omega-\tilde\omega^2=0$. Positive $\omega$ means clockwise motion; negative $\omega$ means counterclockwise motion. The two roots have opposite signs and sum to $-G$. As shown below, the magnon turns clockwise. Define

$$\delta=\omega_{\rm against}-\omega_{\rm with},$$

where both frequencies are positive and the labels compare the phonon's rotation with the magnon's. The roots are $\omega_{\rm with}$ and $-\omega_{\rm against}$, so the adiabatic splitting is $\delta_{\rm ad}=G$.

**The motion with the spin retained.** The spin obeys $\dot{\mathbf S}=\mathbf S\times\mathbf B$ with $\mathbf B=-\partial H/\partial\mathbf S=(-gu_x,-gu_y,\omega_m)$. For small tilts $S_z\simeq S$, and

$$\dot S_x=\omega_mS_y+Sgu_y,\qquad \dot S_y=-\omega_mS_x-Sgu_x.$$

Write $s_+=S_x+iS_y$. Adding $i$ times the second equation to the first, and writing down the force on $u$, gives

$$\dot s_+=-i\omega_ms_+-iSgu_+,\qquad \ddot u_+=-\omega_0^2u_+-gs_+ .\tag{1}$$

The free spin goes as $e^{-i\omega_mt}$, which is clockwise, as stated. For a common time factor $e^{-i\omega t}$ the first equation yields

$$s_+=-\frac{Sg}{\omega_m-\omega}u_+ .\tag{2}$$

Inserting this in the second gives

$$\omega^2=\omega_0^2-\frac{g^2S}{\omega_m-\omega}.\tag{3}$$

For weak coupling, put $\omega=\omega_0+x_{\rm with}$ for one rotation and $\omega=-(\omega_0+x_{\rm against})$ for the other. Keeping terms linear in the shifts, and $\pm\omega_0$ in the denominator,

$$x_{\rm with}=-\frac{g^2S}{2\omega_0(\omega_m-\omega_0)},\qquad x_{\rm against}=-\frac{g^2S}{2\omega_0(\omega_m+\omega_0)}.$$

Subtraction gives

$$\delta=\frac{g^2S}{2\omega_0}\left[\frac1{\omega_m-\omega_0}-\frac1{\omega_m+\omega_0}\right]=\frac{g^2S}{\omega_m^2-\omega_0^2}.\tag{4}$$

**The numbers.** Specify the coupling by an energy $V=0.2$ meV through $g^2S=2\omega_0V^2$; its meaning appears at resonance below. Here $g^2S=2\times10\times0.04=0.8$ meV³. The two answers are

$$\delta_{\rm ad}=\frac{0.8}{1^2}=0.8\ \text{meV},\qquad \delta=\frac{0.8}{1-100}=-0.0081\ \text{meV},$$

or about 193 GHz against $-1.95$ GHz. The adiabatic force gives a splitting 99 times too large in magnitude, with the wrong sign.

Equation (2) shows why. Relative to the static tilt $-Sgu_+/\omega_m$, the actual tilt is multiplied by $\omega_m/(\omega_m-\omega)$. This is $1/(1-10)=-0.11$ when the phonon turns with the magnon, and $1/(1+10)=0.09$ when it turns against it. The spin is driven far above its own frequency, so it hardly tilts, and in the first case it tilts in the direction opposite to the static one. The frequency shifts follow suit: the phonon turning with the magnon rises by $0.8/(20\times9)=0.0044$ meV, and the other falls by $0.8/(20\times11)=0.0036$ meV.

Further adiabatic corrections do not repair this. The adiabatic force comes from the first two terms of

$$\frac1{\omega_m-\omega}=\frac1{\omega_m}+\frac{\omega}{\omega_m^2}+\frac{\omega^2}{\omega_m^3}+\cdots .$$

Inserted in (3), these two terms reproduce $\omega^2+G\omega-\tilde\omega^2=0$. The series converges for $|\omega|<\omega_m$. Here each term is about ten times larger in magnitude than the one before it.

**What the sign means.** Start a vibration along $x$ with amplitude $u_0$. Neglecting the small magnon admixture and the small difference between the two circular amplitudes,

$$u_+=\tfrac12u_0\left(e^{-i\omega_{\rm with}t}+e^{i\omega_{\rm against}t}\right)=u_0e^{i\delta t/2}\cos\bar\omega t,$$

where $\bar\omega$ is the mean of the two frequencies. The vibration remains nearly linear while its plane turns at the rate $\delta/2$, counterclockwise for positive $\delta$. The adiabatic force thus predicts the wrong sense of turning as well as the wrong rate. Direct integration of the nonlinear spin–phonon equations gives $-0.0040$ meV for this rate, in agreement with half of (4).

## The correct general statement

The counter-example does not show that the adiabatic force fails in every magnet, nor that magnons generally lie below phonons. What matters is the energy of the excitations to which the given phonon couples.

Let $H_f$ describe everything other than the phonon doublet: spins and, if desired, electrons. Let it have a nondegenerate ground state $|0\rangle$ and excited states $|n\rangle$ at energies $\Delta_n$ above it. The doublet couples linearly through $u_xF_x+u_yF_y$, with $\langle0|F_a|0\rangle=0$ at equilibrium. A threefold axis keeps the two vibrations equivalent. Define $\delta$ as the energy of the counterclockwise phonon minus that of the clockwise phonon. Then, to second order in the coupling and away from resonances $\Delta_n=\omega_0$,

$$\delta=2\,\mathrm{Im}\sum_{n\ne0}\frac{\langle0|F_x|n\rangle\langle n|F_y|0\rangle}{\Delta_n^2-\omega_0^2}.\tag{5}$$

The adiabatic Berry-curvature force gives the same expression with $\omega_0^2$ deleted from the denominator. Deleting it changes a term little when $\omega_0\ll\Delta_n$. If this holds for every excitation that contributes, the adiabatic force is justified, unless contributions of opposite sign nearly cancel. For excitations that do not meet this condition, the frequency dependence in (5) must be retained; near a resonance they must be treated as dynamical variables.

## Proof

Write $u_a=(a_a+a_a^\dagger)/\sqrt{2\omega_0}$. A one-phonon state with normalized polarization $\mathbf e$ is $|\mathbf e\rangle=\sum_ae_aa_a^\dagger|{\rm vac}\rangle$. Let $f_a=\langle n|F_a|0\rangle$. The coupling acts on $|0\rangle|\mathbf e\rangle$ in two ways.

First, it can absorb the phonon and excite $|n\rangle$. The amplitude is $\sum_ae_af_a/\sqrt{2\omega_0}$, and the intermediate state lies $\Delta_n-\omega_0$ above the initial one. The energy shift is

$$-\frac1{2\omega_0}\frac{|\sum_ae_af_a|^2}{\Delta_n-\omega_0}.$$

Second, it can create another phonon while exciting $|n\rangle$, at an energy cost $\Delta_n+\omega_0$. The squared norm of $\sum_af_aa_a^\dagger|\mathbf e\rangle$ follows from $a_aa_b^\dagger=\delta_{ab}+a_b^\dagger a_a$, where $\delta_{ab}$ is the Kronecker symbol:

$$\sum_{ab}f_a^*f_b\left(\delta_{ab}+e_b^*e_a\right)=\sum_a|f_a|^2+\Big|\sum_ae_a^*f_a\Big|^2 .$$

The first term is also present when no phonon exists at the start, so it shifts the vacuum equally and cancels from the phonon energy. The second remains. The shift of the phonon energy is thus

$$x(\mathbf e)=-\frac1{2\omega_0}\sum_{n\ne0}\left[\frac{|\sum_ae_af_a|^2}{\Delta_n-\omega_0}+\frac{|\sum_ae_a^*f_a|^2}{\Delta_n+\omega_0}\right].$$

Threefold symmetry selects the circular polarizations $\mathbf e_\pm=(1,\pm i)/\sqrt2$: they acquire different phases under the rotation, so the second-order coupling cannot mix them. The angular momentum of the doublet, $u_xp_y-u_yp_x=i(a_y^\dagger a_x-a_x^\dagger a_y)$, has the value $\pm1$ in these states, so $\mathbf e_+$ is counterclockwise in the $(u_x,u_y)$ plane. When the doublet moves several atoms, the atoms themselves need not circulate in this sense. Let $P_n^\pm=\tfrac12|f_x\pm if_y|^2$. Reversing the rotation exchanges $P_n^+$ and $P_n^-$, and

$$\delta=x(\mathbf e_+)-x(\mathbf e_-)=-\frac1{2\omega_0}\sum_{n\ne0}(P_n^+-P_n^-)\left[\frac1{\Delta_n-\omega_0}-\frac1{\Delta_n+\omega_0}\right].$$

The bracket equals $2\omega_0/(\Delta_n^2-\omega_0^2)$. Expanding the squares, $P_n^+-P_n^-=2\,\mathrm{Re}(if_x^*f_y)=-2\,\mathrm{Im}(f_x^*f_y)$. Since $f_x^*=\langle0|F_x|n\rangle$, equation (5) follows.

For the adiabatic comparison, $|\partial_a\psi\rangle=-\sum_{n\ne0}|n\rangle f_a/\Delta_n$, up to a phase choice that does not affect the curvature. Hence

$$G=-\Omega_{xy}=2\,\mathrm{Im}\sum_{n\ne0}\frac{\langle0|F_x|n\rangle\langle n|F_y|0\rangle}{\Delta_n^2}.$$

Threefold symmetry makes the static stiffness isotropic, so the circular equation found earlier applies and $\delta_{\rm ad}=G$. This completes the proof.

When one magnon energy dominates, the comparison is simple:

$$\frac{\delta}{\delta_{\rm ad}}=\frac1{1-\omega_0^2/\omega_m^2},\qquad \frac{\delta_{\rm ad}-\delta}{\delta}=-\frac{\omega_0^2}{\omega_m^2}.\tag{6}$$

For $\omega_0\ll\omega_m$ the adiabatic result is recovered. For $\omega_0\gg\omega_m$, the splitting tends to $-g^2S/\omega_0^2$, and the adiabatic magnitude is too large by about $(\omega_0/\omega_m)^2$. If several contributions have opposite signs and nearly cancel, the relative error of the sum can exceed that of each term.

Equation (5) also explains why electrons and spins deserve different treatment. For an electronic excitation at 1 eV and a phonon at 10 meV, deleting $\omega_0^2$ changes that term by about $(0.01)^2=10^{-4}$ of its value. A low magnon offers no such protection.

## Two spins: symmetry chooses the magnon

A honeycomb ferromagnet has two magnetic sites per cell. At the zone centre, with three neighbours per site, take

$$H_s=-3J\,\mathbf S_1\cdot\mathbf S_2-\Delta(S_{1z}+S_{2z}),$$

where the field $\Delta$ stands in for magnetic anisotropy. The field on spin 1 is $3J\mathbf S_2+\Delta\hat{\mathbf z}$. Linearizing its precession,

$$\dot s_{1+}=-i\left[(3JS+\Delta)s_{1+}-3JSs_{2+}\right],$$

and the same holds with 1 and 2 exchanged. Adding and subtracting the two equations gives the acoustic magnon, with both spins tilting together, at $\Delta$, and the optical magnon, with opposite tilts, at $\Delta+6JS$.

Inversion about the midpoint exchanges the sites but does not reverse a spin, which is an axial vector. An inversion-even phonon therefore couples linearly to $s_{1+}+s_{2+}$, and an odd phonon to $s_{1+}-s_{2+}$. Label the doublet so that $u_+$ and $s_+$ gain the same phase under a threefold rotation. Symmetry then also allows a coupling of the tilt to the momentum, of the form $p_+^*s_+$, which can change the size and even the sign of the splitting; it is left out of this model. The allowed coupling to the displacement is the real part of a constant times $u_+^*s_+$. The phase of the constant can be removed by turning the axes of the doublet. This leaves $g\,\mathbf u\cdot\mathbf s$, with $\mathbf s=(\mathbf S_1\pm\mathbf S_2)/\sqrt2$ restricted to its transverse components. Each spin is driven with weight $1/\sqrt2$, up to sign, and the projection onto $\mathbf s$ supplies another $1/\sqrt2$; the two sites add to one. Equations (1)–(4) thus hold in each channel, with the appropriate $\omega_m$.

Choose round parameters $J=2$ meV and $\Delta=1$ meV. The magnons lie at 1 meV and $1+6\times2\times1.5=19$ meV. For small tilts, the opening example is equivalent to the even channel of this model. In the odd channel, with $V=0.2$ meV throughout:

| $\omega_0$ (meV) | $\delta_{\rm ad}$ (meV) | $\delta$ (meV) | $\delta/\delta_{\rm ad}$ |
|---|---|---|---|
| 1 | 0.000222 | 0.000222 | 1.003 |
| 10 | 0.00222 | 0.00307 | 1.38 |
| 25 | 0.00554 | −0.00758 | −1.37 |

For the last row, $g^2S=2\times25\times0.04=2$ meV³, so $\delta_{\rm ad}=2/361$ and $\delta=2/(361-625)$ in meV. The same 10 meV phonon energy that ruins the adiabatic result in the even channel causes an underestimate of 28%, relative to $\delta$, in the odd channel. At 25 meV the sign is wrong. At 1 meV the error is about 0.3%.

Diagonalizing the quantum spins together with quantized phonons reproduces (4) within 1% in the three cases with $\omega_0\ge10$ meV. The computed turning rates of the vibration plane agree with half the linear-mode splitting within 1%. The numerical output lists these values.

## At resonance

Equation (4) diverges at $\omega_0=\omega_m$ because its weak-coupling expansion fails there; the solutions of equation (3) remain finite. Put $\omega=\omega_0+x$ in (3), with $\omega_m=\omega_0$ and $g^2S=2\omega_0V^2$:

$$x^2(2\omega_0+x)=2\omega_0V^2 .$$

For $|x|\ll\omega_0$ this gives $x\simeq\pm V$. The phonon turning with the magnon and the magnon itself become two mixed modes separated by $2V$, which is the meaning of $V$. At 19 meV the linearized equations give modes at 18.80 and 19.20 meV, a separation of 0.40 meV. The adiabatic theory contains no magnon mode and predicts a splitting of 0.0042 meV between the two phonon rotations. Equation (4) requires $|\omega_m-\omega_0|\gg V$; closer to resonance, the coupled equations (1) must be solved. Damping, omitted here, would broaden the two modes and could hide their separation.

## What follows for CrI₃

A CrI₃ layer has the two-site structure used above, with inversion exchanging the Cr atoms. As rough values, assumed rather than computed here, put its zone-centre acoustic magnon near or below 1 meV, its optical magnon between 10 and 20 meV, and its optical phonons between several and 30 meV. With these values the acoustic magnon is far below the even optical phonons, and the adiabatic treatment of its canting fails for them. The optical magnon lies among the phonons, so for an odd mode the adiabatic contribution of this magnon is too small when the phonon lies below it, and has the wrong sign when the phonon lies above it. With these values it is incorrect to say that all the relevant magnons lie below the phonons, but correct to keep the spins as dynamical variables beside the nuclei.

The splittings computed here belong to the round-parameter model and are not predictions for CrI₃. A quantitative treatment needs its actual phonons, magnons and couplings, including the coupling of the spin tilt to the nuclear momentum, and also the Berry curvature that the electrons retain at fixed spin direction; this model omits both. The electronic curvature may still be treated adiabatically when the electronic excitations lie far above the phonons and their contributions do not nearly cancel.

## Values computed for the example and the checks

```
spin S = 1.5; exchange J = 2.0 meV
field gap = 1.0 meV; coupling V = 0.2 meV
acoustic magnon = 1.0 meV
optical magnon = 19.0 meV
A even: phonon 10.0 meV, magnon 1.0 meV
  g^2 S = 0.800 meV^3
  Berry curvature from loop = -0.799979 meV
  adiabatic splitting = 0.800000 meV = 193.4391 GHz
  formula with spins = -0.008081 meV
  linear modes = -0.008079 meV = -1.9536 GHz
  with spins/adiabatic = -0.0101 (no unit)
  canting/static: with magnon -0.1111, against 0.0909
  quantum levels = -0.008079 meV
  plane rotation rate*hbar = -0.004041 meV
B odd: phonon 1.0 meV, magnon 19.0 meV
  g^2 S = 0.080 meV^3
  Berry curvature from loop = -0.000222 meV
  adiabatic splitting = 0.000222 meV = 0.0536 GHz
  formula with spins = 0.000222 meV
  linear modes = 0.000222 meV = 0.0537 GHz
  with spins/adiabatic = 1.0028 (no unit)
  canting/static: with magnon 1.0554, against 0.9501
C odd: phonon 10.0 meV, magnon 19.0 meV
  g^2 S = 0.800 meV^3
  Berry curvature from loop = -0.002216 meV
  adiabatic splitting = 0.002216 meV = 0.5358 GHz
  formula with spins = 0.003065 meV
  linear modes = 0.003064 meV = 0.7408 GHz
  with spins/adiabatic = 1.3831 (no unit)
  canting/static: with magnon 2.1101, against 0.6552
  quantum levels = 0.003065 meV
  plane rotation rate*hbar = 0.001534 meV
D odd: phonon 25.0 meV, magnon 19.0 meV
  g^2 S = 2.000 meV^3
  Berry curvature from loop = -0.005540 meV
  adiabatic splitting = 0.005540 meV = 1.3396 GHz
  formula with spins = -0.007576 meV
  linear modes = -0.007568 meV = -1.8298 GHz
  with spins/adiabatic = -1.3674 (no unit)
  canting/static: with magnon -3.1632, against 0.4318
  quantum levels = -0.007566 meV
  plane rotation rate*hbar = -0.003763 meV
resonance: phonon = magnon = 19.0 meV
  hybrid modes = 18.7995, 19.1995 meV
  hybrid separation = 0.4000 meV
  adiabatic splitting = 0.004211 meV
```
